# QR versus normal equations in the sparse GAP fit: rounding errors, part 2

A sparse Gaussian approximation potential (GAP) gives $n$ atoms the energy $\sum_i[e_0+\varepsilon(x_i)]$, with fixed $e_0$, dimensionless descriptors $x_i$ and $\varepsilon(x)=\sum_{m=1}^{M}c_m\,k(x,x_m)$. The $x_m$ are representative points and $k(x,x')=\delta^2\exp[-|x-x'|^2/(2\theta^2)]$. Units are eV and Å, norms are 2-norms, and $u=2^{-53}=1.11\times10^{-16}$.

The $N$ data $y$ (energies minus $ne_0$, and forces) have model values $Kc$ and diagonal noise covariance $\Sigma$ with entries $\sigma_E^2$ or $\sigma_F^2$. Energy rows of $K$ are $\sum_ik(x_i,x_m)$; force rows are their negative position derivatives. With $(K_{MM})_{mm'}=k(x_m,x_{m'})$ and `jitter` $\eta$, the prior matrix is $P=K_{MM}+\eta\,\delta^2I=U^TU$. The fit minimises $\|Ac-b\|$, where

$$A=\begin{pmatrix}\Sigma^{-1/2}K\\U\end{pmatrix},\qquad b=\begin{pmatrix}\Sigma^{-1/2}y\\0\end{pmatrix},\qquad r=b-Ac.$$

`"normal"` solves $Gc=h$, with $G=A^TA$ and $h=A^Tb$, by Cholesky. `"qr"` reduces $A$ to triangular $R$ and $b$ to $(d_1,d_2)$, then solves $Rc=d_1$; $R^TR=G$ and $\|r\|=\|d_2\|$. With $m=N+M$, the costs are $mM^2+M^3/3$ and $2mM^2-\tfrac23M^3$ operations.

The thin singular value decomposition is $A=WSV^T$, with extreme singular values $\sigma_{\max},\sigma_{\min}$; $\kappa=\sigma_{\max}/\sigma_{\min}$, $A^+=G^{-1}A^T$ and $\rho=\|r\|/(\sigma_{\max}\|c\|)$. Earlier results:

$$c=P^{-1}K^T\left(KP^{-1}K^T+\Sigma\right)^{-1}y. \tag{2}$$

$$\sigma_{\min}(A)\ge\sigma_{\min}(U)\ge\delta\sqrt\eta , \tag{3}$$

$$\kappa(A^TA)=\frac{\sigma_{\max}^2}{\sigma_{\min}^2}=\kappa(A)^2 . \tag{4}$$

$$\delta c=G^{-1}\delta A^Tr-A^+\delta A\,c+A^+\delta b . \tag{5}$$

$$\rho\ge\sigma_{\min}(U)/\sigma_{\max}(A). \tag{6}$$

$$\frac{\|\delta c\|}{\|c\|}\bigg|_{\rm QR}\sim u\left(\kappa+\kappa^2\rho\right). \tag{7}$$

$$\delta c=G^{-1}(\delta h-\delta G\,c),\qquad\frac{\|\delta c\|}{\|c\|}\bigg|_{\rm normal}\sim\frac{u\sigma_{\max}^2}{\sigma_{\min}^2}(1+\rho)\approx u\kappa^2 . \tag{8}$$

Equation (2) is a dense process with a Nyström kernel. For energy data only, all training environments representative and $\eta=0$, its mean is that of the full process. In (5), the worst perturbation is $\delta A=t\,r\,v_{\min}^T/\|r\|$, with $v_{\min}$ the right singular vector of $\sigma_{\min}$. In (8), $\delta G,\delta h$ are rounding errors; the estimate is first-order and fails once $u\kappa^2\gtrsim1$, when Cholesky can break down. The Läuchli matrix, with rows $(1,1),(e,0),(0,e)$, gives $A^TA$ the eigenvalues $2+e^2$ and $e^2$.

### Predictions

A predicted energy is $k_*^Tc$, with $k_*$ the energy row of the new configuration. Write $k_*=A^Tw$ with $w=AG^{-1}k_*$, which is an identity since $A^TA=G$. Then $\|w\|^2=k_*^TG^{-1}k_*=s_*^2$, the posterior variance of the prediction in the sparse model, and $|k_*^T\delta c|=|w^TA\,\delta c|\le s_*\|A\,\delta c\|$. From the decomposition, $AG^{-1}=WS^{-1}V^T$ has norm $1/\sigma_{\min}$ and $AA^+=WW^T$ has norm 1. Inserting (5) and (8), and omitting the $\delta b$ and $\delta h$ terms, which for $\rho\lesssim1$ are at most of the same order,

$$|\delta E_*|_{\rm QR}\sim s_*\,u\,\sigma_{\max}\Big(\frac{\|r\|}{\sigma_{\min}}+\|c\|\Big),\qquad|\delta E_*|_{\rm normal}\sim s_*\,u\,\frac{\sigma_{\max}^2}{\sigma_{\min}}\|c\| . \tag{9}$$

One power of $1/\sigma_{\min}$ has gone from each. Errors in $c$ lie mostly along combinations of basis functions that nearly cancel where there are data, so predictions there are better determined than coefficients. The protection weakens where $s_*$ is large.

## Worked example

The reference is a second-moment (Gupta) model, $\varepsilon_i=a\,d_{i1}-\xi\sqrt{d_{i2}}$ with $d_{i1}=\sum_{j\ne i}e^{-p(r_{ij}/r_0-1)}$ and $d_{i2}=\sum_{j\ne i}e^{-2q(r_{ij}/r_0-1)}$. The chosen inputs are $r_0=3.75$ Å, $a=0.12$ eV, $\xi=1.7$ eV, $p=10$, $q=2.5$. The configurations are six-atom octahedra of edge 3.5 Å, scaled by up to 4 % and given Gaussian displacements of 0.12 Å per coordinate; a finite cluster needs no cutoff. Twelve training clusters give $N=12(1+18)=228$ data and 72 environments, and 20 more serve as tests. The descriptor is the pair $(d_{i1},d_{i2})$, with mean $(7.818,5.632)$ subtracted and multiplied by the inverse Cholesky factor of its covariance, so that both components have unit variance and no correlation. It determines the reference local energy completely, which a real descriptor does not. The $M=20$ representative points are picked by farthest-point sampling: starting from the environment nearest the mean, each new point is the one farthest from those already chosen. The settings are $\delta=1$ eV, $\eta=10^{-10}$, $\sigma_E=\sqrt6$ meV $=2.449$ meV, $\sigma_F=0.05$ eV/Å and $e_0=-3.0816$ eV/atom. $A$ is $248\times20$, so QR costs $2\cdot248\cdot400-\tfrac23\cdot8000=193067$ operations and the normal equations $248\cdot400+\tfrac13\cdot8000=101867$.

Errors are measured against a 50-digit solution for the same double-precision $A$ and $b$. For $\theta=4$ and 8 Cholesky failed and the normal equations were solved by LU.

| $\theta$ | $\kappa$ | est. (7) | error QR | $u\kappa^2$ | error normal |
|---|---|---|---|---|---|
| 0.5 | 3.54e1 | 8.6e-15 | 1.4e-15 | 1.4e-13 | 3.5e-14 |
| 1 | 3.11e3 | 1.3e-12 | 6.4e-14 | 1.1e-9 | 2.8e-10 |
| 2 | 1.52e6 | 3.3e-10 | 2.9e-12 | 2.6e-4 | 2.1e-5 |
| 4 | 5.76e8 | 4.7e-7 | 2.0e-8 | 37 | 0.65 |
| 8 | 3.62e9 | 7.3e-5 | 2.7e-6 | 1.5e3 | 1.6 |

For $\theta=4$ the arithmetic is as follows. The singular values give $\kappa=3.296\times10^4/5.720\times10^{-5}=5.76\times10^8$. Its square, $3.3208\times10^{17}$, equals the condition number of the 50-digit $A^TA$ in all printed digits, as it does for every $\theta$. With $\|r\|=1.0009$ and $\|c\|=2740$ eV$^{-1}$, $\rho=1.0009/(3.296\times10^4\cdot2740)=1.11\times10^{-8}$, above the floor (6) of $5.432\times10^{-5}/3.296\times10^4=1.6\times10^{-9}$. Then $\kappa^2\rho=3.32\times10^{17}\cdot1.11\times10^{-8}=3.7\times10^9$, and (7) gives $1.11\times10^{-16}(0.58+3.7)\times10^9=4.7\times10^{-7}$. For the normal equations $u\kappa^2=37$. The measured errors, $2.0\times10^{-8}$ and 0.65, differ by a factor of $3\times10^7$.

The residual term of (7) is not a minor correction here. The ratio of the two terms, $\kappa\rho$, is 1.2, 2.8, 0.96, 6.4 and 180 for the five lengths, so at $\theta=8$ the estimate is set by $\kappa^2\rho$, and the measured QR error of $2.7\times10^{-6}$ exceeds $u\kappa=4.0\times10^{-7}$. The QR errors lie below the estimate by factors between about 6 and 110; (7) is built on the worst direction of perturbation and is an estimate only. The normal-equation errors are 0.25, 0.25 and 0.08 of $u\kappa^2$ for the three short lengths, and for the two longer ones, where the first-order estimate no longer applies, the errors themselves are 0.65 and 1.6.

At $\theta=8$ the jitter has taken over: $\sigma_{\min}(A)$ and $\sigma_{\min}(U)$ both equal $1.010\times10^{-5}$ eV, just above the floor $\delta\sqrt\eta=10^{-5}$ eV of (3). The true smallest eigenvalue of $G$ is $1.02\times10^{-10}$ eV², while a double-precision eigensolver applied to the double-precision $G$ returns $-2.35\times10^{-7}$ eV². This has the size of $u\sigma_{\max}^2=1.11\times10^{-16}(3.652\times10^4)^2=1.5\times10^{-7}$ eV², the scale of the rounding errors made in forming $G$.

The next table gives the largest shift of a test energy caused by each solver, and the root-mean-square test errors of the QR fit. Energies are in meV/atom and forces in meV/Å. The spread of the test data is 34.4 meV/atom and 620 meV/Å.

| $\theta$ | shift QR | shift normal | error $E$ | error $F$ |
|---|---|---|---|---|
| 0.5 | 7.9e-14 | 4.6e-13 | 22.2 | 646 |
| 1 | 2.4e-13 | 7.6e-10 | 16.5 | 562 |
| 2 | 2.9e-11 | 1.8e-4 | 6.06 | 377 |
| 4 | 2.8e-8 | 1.5 | 0.96 | 67.8 |
| 8 | 1.7e-9 | 0.12 | 0.425 | 14.5 |

To compare with (9), assume $s_*\approx\sigma_E$, that is $2.449/6=0.41$ meV/atom. For the normal equations at $\theta=2$, $u\sigma_{\max}^2\|c\|/\sigma_{\min}=1.11\times10^{-16}(2.467\times10^4)^2\cdot82.74/0.01624=3.4\times10^{-4}$, which gives $1.4\times10^{-4}$ meV/atom against the measured $1.8\times10^{-4}$. For QR at $\theta=4$, $1.11\times10^{-16}\cdot3.296\times10^4\,(1.75\times10^4+2740)=7.4\times10^{-8}$ gives $3\times10^{-8}$ meV/atom against $2.8\times10^{-8}$. This close agreement is accidental. The true value $s_*=\|R^{-T}k_*\|$, which the numerical check does not print, has a median over the test clusters of 0.99, 0.79 and 0.66 $\sigma_E$ at $\theta=2$, 4 and 8, but a maximum of 9.9, 31 and 8.7 $\sigma_E$. With the true $s_*$ of each cluster the shifts stay below about 0.1 of (9) for the normal equations at $\theta=2$ and about 0.02 of (9) for QR at $\theta=4$, since (9) takes the worst direction. For QR at $\theta=8$ the same arithmetic gives $1.11\times10^{-16}\cdot3.652\times10^4\,(2.3049/1.010\times10^{-5}+1270)=9.3\times10^{-7}$, that is $3.8\times10^{-7}$ meV/atom, about 200 times the measured $1.7\times10^{-9}$.

Two features of this table are worth noting. The well-conditioned fits are the bad ones. At $\theta=0.5$ the test force error exceeds the spread of the forces. The training data are fitted better. The 216 weighted force residuals are part of $r$, so $\|r\|=51.4$ limits the root-mean-square training force error to $0.05\cdot51.4/\sqrt{216}=0.17$ eV/Å. At $\theta=2$ the same bound is $0.05\cdot1.2846/\sqrt{216}=4.4$ meV/Å, against a test error of 377 meV/Å. The large test errors at short lengths therefore measure how poorly the fit carries over to new environments. They fall as $\theta$ grows, while $\kappa$ rises. The program does not isolate the cause of this trend, and it need not hold for other data. Second, the normal-equation shift is smaller at $\theta=8$ than at $\theta=4$, although the coefficients are worse. Both cases are outside the first-order regime, the values depend on the particular rounding errors, and the milder one cannot be counted on.

## Choosing the settings

`solver`. Use `"qr"` unless $\kappa$ is known. To reach a relative accuracy $\tau$ in the coefficients, (8) requires $\kappa\lesssim\sqrt{\tau/u}$ for `"normal"`, which is about $10^5$ for $\tau=10^{-6}$, and breakdown must be expected near $1/\sqrt u\approx10^8$. These limits refer to the condition number of $A$ with columns scaled to unit norm. A large $\kappa$ that comes only from unequal column norms is harmless: if at $\theta=1$ ten of the representative points are given a separate kernel with $\delta=10^{-4}$ eV, then $\kappa=7\times10^8$ but the scaled value is about 70, and Cholesky completes with an error near $10^{-12}$. A Cholesky factorisation that completes does not prove accuracy: at $\theta=2$ it completed with an error of $2\times10^{-5}$. Estimate $\kappa$ from $R$, never from the rounded $G$, whose small eigenvalues are noise below $u\sigma_{\max}^2$. After a QR fit, $\|d_2\|$, $\|c\|$ and the extreme singular values of $R$ supply everything in (7). If memory is the reason for preferring `"normal"`, the rows can be taken in blocks: the identity $\|Ac-b\|^2=\|Rc-d_1\|^2+\|d_2\|^2$ holds for the rows treated so far, so $[R\,|\,d_1]$ can be stacked with the next block and reduced again.

An estimate of $\kappa$ before the fit. An energy row has entries at most $n\delta^2/\sigma_E$, and the 2-norm of a block is at most the root of the sum of its squared entries. For $N_E$ energies this block has norm at most $(n\delta^2/\sigma_E)\sqrt{N_EM}$. As $\theta\to\infty$ all kernel values tend to $\delta^2$, the force rows vanish, $K_{MM}$ becomes rank one, and both this value and the floor (3) are approached, so

$$\kappa\to\frac{n\,\delta}{\sigma_E}\sqrt{\frac{N_EM}{\eta}} ,$$

where $\|U\|^2\le\operatorname{tr}P\approx M\delta^2$ is negligible beside the energy block. In the example $(6/0.002449)\sqrt{240}=3.8\times10^4$ eV, against $3.652\times10^4$ at $\theta=8$, and $\kappa\to3.8\times10^9$, against $3.6\times10^9$. In this limit, where the jitter fixes $\sigma_{\min}$, large cells, many configurations and tight $\sigma_E$ all raise $\kappa$.

Noise levels. If all $\sigma$ are scaled to infinity, the data block vanishes, $c\to0$ and $\kappa\to\sqrt{\kappa(P)}$. If they are scaled to zero and $K$ has full column rank, $\kappa$ tends to that of the weighted data block alone. The noise levels should be set by the accuracy expected of the model and not by conditioning.

`jitter`. With `"qr"` the jitter must first of all let $P$ be factorised. Rounding perturbs $P$ by about $u\|P\|\le uM\delta^2$, so an $\eta$ a few orders of magnitude above $uM$, here $2\times10^{-15}$, is a safe choice for the factorisation. This perturbation is also an error source that (7) omits, since (7) takes $U$ as given: $\delta c=-G^{-1}\delta P\,c$ has relative size up to $uM\delta^2/\sigma_{\min}^2$, which at $\theta=8$ is $2.2\times10^{-15}/1.02\times10^{-10}=2\times10^{-5}$, comparable to the estimate $7.3\times10^{-5}$. In general it is at most about $uM/\eta$, so $\eta\approx uM/\tau$ keeps this one contribution below about $\tau$. The errors estimated by (7) come in addition and have to be checked separately. To rescue `"normal"` by jitter alone, (3) and (8) demand $\eta\delta^2\ge u\sigma_{\max}^2/\tau$, which is $1.5\times10^{-4}$ eV² for $\tau=10^{-3}$. At $\theta=8$ the penalty $\eta\delta^2\|c\|^2$ on the present solution would rise from $10^{-10}\cdot1270^2=1.6\times10^{-4}$ to about 240, against $\|r\|^2=5.3$, so a different potential would be fitted. In the example this jitter brings the normal-equation error to about $10^{-3}$, and the test energy error rises from 0.425 to about 0.7 meV/atom. A small penalty at the solution does not mean that the jitter can be removed, because it may be what keeps the weak components small.

Representative points. Two identical points make two columns of $K$ equal and $K_{MM}$ singular, so that $\sigma_{\min}$ falls to $\delta\sqrt\eta$. Near-duplicates on the scale $\theta$ come close to this. A selection that spreads the points avoids exact duplicates, but it cannot keep $\sigma_{\min}$ off the floor once $\theta$ is long compared with the spacing of the points: with farthest-point sampling the example has $\sigma_{\min}=5.7\,\delta\sqrt\eta$ at $\theta=4$ and $1.01\,\delta\sqrt\eta$ at $\theta=8$.

## The numerical check

The numerical check builds the example and tests the main steps by separate routes; the estimates (6) and (9) are not among its tests. Reference forces and force rows are compared with central differences (errors $4.1\times10^{-10}$ eV/Å and $2.8\times10^{-8}$ eV²/Å). The QR solution is compared with the $N\times N$ form (2) at $\theta=0.5$ with the noise scaled by 20 (relative difference $7.5\times10^{-13}$), and the energy-only limit with the full process ($5.8\times10^{-16}$ eV). Equation (5) is tested by differencing actual solutions for a random and for the worst perturbation of $A$; in the latter $\|dc/dt\|$ and $\|r\|/\sigma_{\min}^2$ both equal $3.64928\times10^{-2}$ eV$^{-2}$. Equations (4), (7) and $\|r\|=\|d_2\|$ are tested in the sweep against 50-digit arithmetic, as is (8) for the three lengths with $u\kappa^2\ll1$, and (3) is tested with double-precision singular values of $A$ and $U$. On random $60\times10$ problems with zero residual and $\kappa$ from $10^2$ to $10^6$, the slopes of log error against log $\kappa$ are 0.88 for QR and 1.91 for the normal equations, with errors $5.2\times10^{-12}$ and $6.4\times10^{-6}$ at $\kappa=10^6$. The slopes fall about 0.1 short of 1 and 2; the program asserts only that they lie within 0.3 of these values. The Läuchli eigenvalues are checked symbolically. Figures that measure rounding error will differ in their digits on another machine.

## Numbers as computed

```
model: r0=3.75 A, a=0.12 eV, xi=1.7 eV, p=10.0, q=2.5
clusters: 6 atoms, edge=3.5 A, scale +-4%, displacement 0.12 A
train=12 test=20 envs=72 N=228 M=20 A is 248x20
delta=1.0 eV, eta=1e-10, sigE=2.449 meV, sigF=0.05 eV/A
u=1.110e-16, e0=-3.0816 eV/atom, mean raw descriptor=7.818, 5.632
flops: QR=193067, NE=101867
finite differences: force err=4.1e-10 eV/A, kernel row err=2.8e-08 eV^2/A
QR vs Nystrom dense GP (theta=0.5, noise x20): rel diff=7.5e-13
perturbation formula rel err: random=7.6e-09, worst direction=1.0e-08
  worst |dc/dt|=3.64928e-02, |r|/smin^2=3.64928e-02
sparse(all envs) vs full GP, energies: max diff=5.8e-16 eV
test spread: E 34.4 meV/atom, F 0.620 eV/A
theta=0.5: cond(P)=1.78e+01 smax=5.946e+03 smin=1.679e+02 smin(U)=3.911e-01
  cond(A)=3.5410e+01 cond(A)^2=1.2538e+03 cond(AtA,50 digits)=1.2538e+03
  |c|=2.583e-01 1/eV |r|=51.3937 |d2|=51.3937 rho=3.35e-02
  err c: QR=1.4e-15 (est 8.6e-15), NE=3.5e-14 (u k^2=1.4e-13, Cholesky)
  test E shift meV/atom: QR=7.9e-14 NE=4.6e-13
  test RMSE (QR): E=22.169 meV/atom, F=646.47 meV/A
theta=1.0: cond(P)=3.49e+03 smax=1.393e+04 smin=4.483e+00 smin(U)=4.290e-02
  cond(A)=3.1077e+03 cond(A)^2=9.6575e+06 cond(AtA,50 digits)=9.6575e+06
  |c|=1.157e+00 1/eV |r|=14.7237 |d2|=14.7237 rho=9.13e-04
  err c: QR=6.4e-14 (est 1.3e-12), NE=2.8e-10 (u k^2=1.1e-09, Cholesky)
  test E shift meV/atom: QR=2.4e-13 NE=7.6e-10
  test RMSE (QR): E=16.497 meV/atom, F=562.16 meV/A
theta=2.0: cond(P)=3.84e+06 smax=2.467e+04 smin=1.624e-02 smin(U)=1.786e-03
  cond(A)=1.5191e+06 cond(A)^2=2.3076e+12 cond(AtA,50 digits)=2.3076e+12
  |c|=8.274e+01 1/eV |r|=1.2846 |d2|=1.2846 rho=6.29e-07
  err c: QR=2.9e-12 (est 3.3e-10), NE=2.1e-05 (u k^2=2.6e-04, Cholesky)
  test E shift meV/atom: QR=2.9e-11 NE=1.8e-04
  test RMSE (QR): E=6.058 meV/atom, F=376.53 meV/A
theta=4.0: cond(P)=5.79e+09 smax=3.296e+04 smin=5.720e-05 smin(U)=5.432e-05
  cond(A)=5.7627e+08 cond(A)^2=3.3208e+17 cond(AtA,50 digits)=3.3208e+17
  |c|=2.740e+03 1/eV |r|=1.0009 |d2|=1.0009 rho=1.11e-08
  err c: QR=2.0e-08 (est 4.7e-07), NE=6.5e-01 (u k^2=3.7e+01, Cholesky failed, LU)
  test E shift meV/atom: QR=2.8e-08 NE=1.5e+00
  test RMSE (QR): E=0.963 meV/atom, F=67.83 meV/A
theta=8.0: cond(P)=1.88e+11 smax=3.652e+04 smin=1.010e-05 smin(U)=1.010e-05
  cond(A)=3.6152e+09 cond(A)^2=1.3070e+19 cond(AtA,50 digits)=1.3070e+19
  |c|=1.270e+03 1/eV |r|=2.3049 |d2|=2.3049 rho=4.97e-08
  err c: QR=2.7e-06 (est 7.3e-05), NE=1.6e+00 (u k^2=1.5e+03, Cholesky failed, LU)
  test E shift meV/atom: QR=1.7e-09 NE=1.2e-01
  test RMSE (QR): E=0.425 meV/atom, F=14.50 meV/A
theta=8: min eig of double AtA=-2.35e-07, true smin^2=1.02e-10
synthetic 60x10, cond 1e2..1e6: slope QR=0.88, NE=1.91
  at cond 1e6: err QR=5.2e-12, NE=6.4e-06
Lauchli e=1e-09: cond=1.4142e+09, det fl(AtA)=0, QR err=6.3e-16
```
